# From 1/f frequency noise to inverse-cube phase noise in an oscillator

**Q.** You say that slow frequency fluctuations can be read off as phase noise. Which frequency do you mean, if it changes while I measure it?

**A.** The rate of advance of the phase. I write the fundamental of the output as $v(t)=A\cos[2\pi f_0t+\varphi(t)]$ and define $\delta f$ by

$$\frac{d\varphi}{dt}=2\pi\,\delta f(t).$$

A concrete case is a relaxation oscillator. A current $I$ charges a capacitor $C$ through a swing $V_s$, an ideal switch reverses the current, and the process repeats. Each half-cycle needs the charge $CV_s$ and advances the phase by $\pi$. The phase therefore advances at the rate $\pi I/(CV_s)$, and for steady current

$$f_0=\frac{I}{2CV_s}.$$

At the switching instants this relation also holds when $I$ varies, because only the accumulated charge matters.

Let $I$ come from a long-channel silicon MOSFET in saturation, $I=\tfrac12\mu C_{ox}(W/L)V_{ov}^2$. Here $\mu$ is the mobility, $C_{ox}$ the oxide capacitance per area, $W$ and $L$ the channel width and length, and $V_{ov}$ the gate voltage above threshold. Then $dI/dV_{ov}=2I/V_{ov}$, so a small gate-voltage fluctuation $\delta V$ gives

$$\delta f=K\,\delta V,\qquad K=\frac{2f_0}{V_{ov}}.$$

**Q.** Why should $\delta V$ have a 1/f spectrum? A single trap in the oxide has one time constant.

**A.** It does, and its spectrum is not 1/f. Let a trap have occupancy $p$ and relaxation rate $\gamma$. The autocovariance of its electron number is $p(1-p)e^{-\gamma|\tau|}$. I use one-sided spectra, whose integral over positive $f$ is the variance. With $\omega=2\pi f$,

$$4p(1-p)\int_0^\infty e^{-\gamma\tau}\cos\omega\tau\,d\tau
=p(1-p)\frac{4\gamma}{\gamma^2+\omega^2}.$$

Now take independent traps with uniform density $N_t$ per volume and energy. Tunnelling to depth $z$ gives $\gamma=\gamma_0e^{-z/\lambda}$, with $\lambda=\hbar/(2\sqrt{2m\Phi})$ for tunnelling mass $m$ and barrier $\Phi$. Hence $|dz|=\lambda\,d\gamma/\gamma$. The Fermi function obeys $dp/dE=-p(1-p)/kT$, so $\int p(1-p)\,dE=kT$.

I let each trapped electron shift the whole gate voltage by $q/(WLC_{ox})$ in magnitude; its sign disappears on squaring. Summing over traps,

$$S_V=h_V\int_{\gamma_1}^{\gamma_2}\frac{d\gamma}{\gamma}\frac{4\gamma}{\gamma^2+\omega^2},
\qquad h_V=\frac{q^2kT\,N_t\lambda}{WL\,C_{ox}^2}.$$

Multiplying by $K^2$ and doing the integral,

$$S_f=\frac{2h}{\pi f}\left[\arctan\frac{\gamma_2}{\omega}-\arctan\frac{\gamma_1}{\omega}\right],\qquad h=K^2h_V.$$

For $\gamma_1\ll\omega\ll\gamma_2$ the bracket is $\pi/2$ and $S_f=h/f$. The constant $h$ has the unit Hz².

**Q.** To get the phase you integrate over time. But the phase wanders without limit, so it has no ordinary spectrum.

**A.** Its increments do. Over a delay $\tau$, the increment is $2\pi$ times the integral of $\delta f$. A Fourier component at $f$ is thereby multiplied in power by

$$\left|2\pi\int_0^\tau e^{2\pi ifs}ds\right|^2=\frac{4\sin^2(\pi f\tau)}{f^2}.$$

The mean square increment is therefore

$$D(\tau)=2\int_0^\infty\frac{S_f(f)}{f^2}\,[1-\cos2\pi f\tau]\,df.$$

A stationary phase with spectrum $S_\varphi$ would give $2\int S_\varphi(1-\cos2\pi f\tau)\,df$. Comparing the integrands defines the phase spectrum here too:

$$S_\varphi(f)=\frac{S_f(f)}{f^2}=\frac{h}{f^3}.$$

One power of $1/f$ comes from the traps and two come from the integration.

**Q.** And how does this become phase noise in dBc/Hz?

**A.** Take one weak phase component $\varphi_m\cos2\pi ft$. To first order, $\cos(2\pi f_0t+\varphi)\approx\cos2\pi f_0t-\varphi\sin2\pi f_0t$. The product makes two sidebands of amplitude $A\varphi_m/2$, each with power $\varphi_m^2/4$ relative to the carrier. The mean square phase is $\varphi_m^2/2$, so one sideband carries half of it:

$$\mathcal L(f)=\frac{S_\varphi(f)}2=\frac{h}{2f^3}.$$

Ten times the offset lowers $\mathcal L$ by a factor of 1000, or 30 dB.

The cut-offs limit this. For $\omega\ll\gamma_1$ the arctangent formula gives the constant $S_f=4h(1/\gamma_1-1/\gamma_2)$, so $\mathcal L\propto f^{-2}$. For $\omega\gg\gamma_2$ it gives $S_f=h(\gamma_2-\gamma_1)/(\pi^2f^2)$, so $\mathcal L\propto f^{-4}$.

**Q.** You assumed a small phase. After a long time it is not small, and $h/(2f^3)$ would put more power near the carrier than the oscillator delivers.

**A.** That is a valid objection if $\mathcal L$ is meant as the power spectrum on a spectrum analyser. The definition $S_\varphi/2$ survives; the power spectrum needs a separate calculation.

For Gaussian $\delta f$, $\langle e^{i[\varphi(t+\tau)-\varphi(t)]}\rangle=e^{-D(\tau)/2}$. The line at signed offset $\Delta$ from $f_0$, with unit total area, is

$$P(\Delta)=\int_{-\infty}^{\infty}e^{-D(\tau)/2}e^{-2\pi i\Delta\tau}d\tau .$$

The autocovariance of $\delta f$ is $R(s)=h\int_{\gamma_1}^{\gamma_2}e^{-\gamma|s|}d\gamma/\gamma$. Squaring the integrated frequency gives, for $\tau>0$,

$$D=8\pi^2\int_0^\tau(\tau-s)R(s)\,ds
=8\pi^2h\int_{\gamma_1}^{\gamma_2}\frac{\gamma\tau-1+e^{-\gamma\tau}}{\gamma^3}\,d\gamma.$$

With $u=\gamma\tau$ this is $D=(2\pi\tau)^2h[F(\gamma_1\tau)-F(\gamma_2\tau)]$, where

$$F(x)=\int_x^\infty\frac{2(u-1+e^{-u})}{u^3}du
=\frac2x-\frac1{x^2}+\frac{(1-x)e^{-x}}{x^2}+E_1(x).$$

The first two terms are elementary, and two integrations by parts give the rest, with $E_1(x)=\int_x^\infty e^{-u}du/u$. For small $x$, $(1-x)e^{-x}=1-2x+\tfrac32x^2+\dots$ and $E_1=-\gamma_E-\ln x+\dots$, where $\gamma_E$ is Euler's constant. The inverse powers cancel, leaving $F\approx\tfrac32-\gamma_E-\ln x$. For large $x$, $F\approx2/x$. Between the cut-offs,

$$\tfrac12D=2\pi^2h\tau^2(B-\ln|\tau|),\qquad B=\tfrac32-\gamma_E-\ln\gamma_1,$$

with times and rates in seconds and inverse seconds.

**Q.** Where is the inverse cube in that? It looks like a Gaussian with a logarithm attached.

**A.** The logarithm makes the wing. Let $k=2\pi\Delta>0$. With a convergence factor that is removed at the end,

$$\int_{-\infty}^{\infty}|\tau|^a\cos k\tau\,d\tau=-\frac{2\sin(\pi a/2)\,\Gamma(a+1)}{k^{a+1}}.$$

For even $a$ this vanishes, so pure even powers of $\tau$ leave no wing. Differentiating with respect to $a$ brings down $\ln|\tau|$. At $a=2$ only the derivative of the sine survives, and the transform of $\tau^2\ln|\tau|$ is $2\pi/k^3$. The first-order term of $e^{-D/2}$ contains $+2\pi^2h\tau^2\ln|\tau|$, so

$$P(\Delta)\simeq2\pi^2h\,\frac{2\pi}{(2\pi\Delta)^3}=\frac{h}{2\Delta^3}.$$

**Q.** How far out must I go before I can trust it?

**A.** The next order answers that. It is

$$\tfrac12\left(\tfrac12D\right)^2=2\pi^4h^2\tau^4(B^2-2B\ln|\tau|+\ln^2|\tau|).$$

Put $a=4+\epsilon$ in the transform. Since $\sin(\pi a/2)=\sin(\pi\epsilon/2)\approx\pi\epsilon/2$, it becomes

$$-\frac{24\pi}{k^5}\left\{\epsilon+\epsilon^2[\psi(5)-\ln k]+\dots\right\},$$

where $\psi$ is the logarithmic derivative of $\Gamma$ and $\psi(5)=\tfrac{25}{12}-\gamma_E$. The coefficient of $\epsilon$ is the transform of $\tau^4\ln|\tau|$; twice the coefficient of $\epsilon^2$ is that of $\tau^4\ln^2|\tau|$. The second-order wing is then

$$2\pi^4h^2\,\frac{48\pi}{k^5}[B-\psi(5)+\ln k]
=\frac{3h^2}{\Delta^5}\left[\ln\frac{2\pi\Delta}{\gamma_1}-\frac7{12}\right],$$

because $\tfrac32-\tfrac{25}{12}=-\tfrac7{12}$. Altogether,

$$P(\Delta)=\frac{h}{2\Delta^3}\left\{1+\frac{6h}{\Delta^2}\left[\ln\frac{2\pi\Delta}{\gamma_1}-\frac7{12}\right]+\dots\right\}.$$

This large-offset expansion needs $\gamma_1\ll2\pi\Delta\ll\gamma_2$ and a correction well below one.

**Q.** And near the carrier?

**A.** There the logarithm varies slowly compared with $\tau^2$. I freeze it at $\tau=1/(2\pi\sigma)$, the delay at which coherence is lost. Then $\tfrac12D\approx2\pi^2\sigma^2\tau^2$, and the core is approximately a Gaussian of standard deviation $\sigma$, with

$$\sigma^2=h\left[\tfrac32-\gamma_E+\ln\frac{2\pi\sigma}{\gamma_1}\right].$$

Compare the full variance of $\delta f$, $R(0)=h\ln(\gamma_2/\gamma_1)$. Traps much faster than $2\pi\sigma$ are missing from the core width because their frequency shifts average out before coherence is lost.

**Q.** Give me numbers, with the transistor.

**A.** I take rough values for CMOS of the 0.18 µm generation, though with a longer channel: oxide thickness $t_{ox}=4.0$ nm, $W=10$ µm, $L=0.50$ µm, $V_{ov}=0.30$ V, $\mu=300$ cm²/Vs, $T=350$ K and $N_t=10^{17}$ cm⁻³eV⁻¹. The oscillator runs at 100 MHz with a swing of 0.50 V. The current is 233 µA, so $C=I/(2f_0V_s)=2.33$ pF.

A barrier of 3.1 eV and a mass of 0.42 electron masses give $\lambda=0.0855$ nm. I set $\gamma_2=\gamma_0=10^{10}$ s⁻¹. Beyond mid-oxide a trap exchanges electrons faster with the gate, so I stop at 2 nm, which gives $\gamma_1=0.70$ s⁻¹.

With relative permittivity 3.9, $C_{ox}=0.863$ µF/cm². Then $h_V=1.78\times10^{-11}$ V² and $K=2(100\text{ MHz})/(0.30\text{ V})=667$ MHz/V, so

$$h=(6.67\times10^8)^2(1.78\times10^{-11})=7.9\times10^6\ \text{Hz}^2.$$

At 100 kHz,

$$\mathcal L=\frac{7.9\times10^6}{2\times10^{15}}=3.95\times10^{-9}\ \text{Hz}^{-1},$$

or −84.0 dBc/Hz. The core width is $\sigma=9.9$ kHz, while the full rms frequency fluctuation is 13.6 kHz. Both are long-time averages. The slowest traps take more than a second to relax, so in a single 10 ms record the core is narrower, about 7 kHz around that record's own mean frequency.

Because $D$ is even in $\tau$, the carrier spectrum can be written $P=2\,\mathrm{Re}\int_0^\infty e^{-D/2}e^{2\pi i\Delta\tau}d\tau$. I integrated this numerically with the full $F$, both cut-offs included, along the ray $\tau=|\tau|e^{i\pi/8}$, where the integrand decays. The last two columns are relative to $h/(2\Delta^3)$.

| Offset (kHz) | Law (dBc/Hz) | Carrier spectrum / law | Two-term expansion / law |
|---:|---:|---:|---:|
| 10 | −54.0 | 6.01 | 6.13 |
| 30 | −68.3 | 3.88 | 1.63 |
| 100 | −84.0 | 1.067 | 1.062 |
| 300 | −98.3 | 1.0074 | 1.0075 |
| 1000 | −114.0 | 1.0003 | 1.0007 |

**Q.** Your expansion works at 10 kHz and fails at 30 kHz. That is the wrong way round.

**A.** The agreement at 10 kHz is accidental: the "correction" there is five times the leading term, so the expansion has no authority. At 30 kHz, about three core widths out, the Gaussian core alone is 2.7 times the law. Such an exponentially falling piece is absent from a series in powers of $1/\Delta$. By 100 kHz it has gone.

The small difference at 1000 kHz comes from the upper cut-off. Expanding the arctangent lowers $S_f$ by the fraction $2\omega/(\pi\gamma_2)=4\times10^{-4}$.

**Q.** How many traps are doing this? Gaussian statistics may be wishful.

**A.** There are $n=N_tkT\lambda WL=1.29$ traps per energy interval $kT$ and per factor $e$ in rate. One electron shifts the oscillator by $Kq/(WLC_{ox})=2.5$ kHz. Those are small numbers of traps, but a smooth energy density helps.

For frozen traps let $\theta$ be the phase that one electron adds during the delay, and $x=(E-E_F)/kT$. The logarithm of the averaged phase factor, with its mean phase removed, is proportional to

$$G(\theta)=\int\left[\ln(1-p+pe^{i\theta})-i\theta p\right]dx .$$

Its second derivative is $-\int p_\theta(1-p_\theta)\,dx$, with $p_\theta=1/(1+e^{x-i\theta})$. Since $dp_\theta/dx=-p_\theta(1-p_\theta)$, the integral is 1 for $|\theta|<\pi$. As $G(0)=G'(0)=0$, $G=-\theta^2/2$, the Gaussian result.

For switching traps I solved the two-state rate equations with the phase factor included and summed the logarithms numerically over energy and rate. For 25 delays between $0.1/(2\pi\sigma)$ and $4/(2\pi\sigma)$, the average phase factor differed from $e^{-D/2}$ by at most $5\times10^{-5}$ in absolute value. This concerns a smooth density of equally weighted traps and the coherence, not the relative accuracy of the far wings.

**Q.** A real transistor has a particular handful of traps, not a smooth density.

**A.** Then $S_f$ at a given offset differs between devices. With $u=\ln(\gamma/\omega)$, a trap contributes in proportion to $p(1-p)\,\mathrm{sech}\,u$. For randomly placed traps the mean is $n\int p(1-p)dx\int\mathrm{sech}\,u\,du=n\pi$. The variance is $n\int p^2(1-p)^2dx\int\mathrm{sech}^2u\,du=n\cdot\tfrac16\cdot2$. The relative standard deviation is

$$\frac{\sqrt{n/3}}{n\pi}=\frac1{\sqrt{3\pi^2n}}=0.16 .$$

This treats all traps as equally strong. With the position-dependent sensitivity $s$ described below, the spread is multiplied by $\sqrt{\langle s^4\rangle}/\langle s^2\rangle=2.3$ and becomes 0.37. A trap at the drain end then shifts the frequency about six times as much as the average trap, more than the core width, so the line of a single device need not have a Gaussian core.

**Q.** And what does the model leave out of a real circuit?

**A.** Several effects, from a few tenths of a decibel to about three decibels. Each figure below is the separate change of $\mathcal L$ at 100 kHz, with the other parameters held fixed.

- **Mobility scattering.** A trapped electron can also reduce mobility, giving $\delta I/I=(2/V_{ov}+\alpha\mu C_{ox})\delta V$. With a rough $\alpha=10^4$ Vs/C, the change is +2.9 dB.
- **Trap depth.** The channel feels a trap at depth $z$ with weight $(1-z/t_{ox})^2$ in power. Including this and exchange with the gate, integrated numerically over depth, gives −1.7 dB and a local exponent of −2.96 instead of −3.
- **Uneven channel charge.** In saturation the local overdrive is $V_{ov}y$, with $y$ falling from 1 at the source to 0 at the drain. A trap near the drain, where charge is scarce, therefore changes the current more than one near the source. With a rough local sensitivity $s=1/(V_{ov}y+kT/q)$, where $kT/q$ accounts for diffusion, a step $dy$ occupies a channel length proportional to $dy/s$. The channel averages are then $\langle s^n\rangle=\int_0^1s^{n-1}dy\big/\int_0^1s^{-1}dy$. Relative to an even sensitivity with the same mean, the noise is multiplied by $\langle s^2\rangle/\langle s\rangle^2$, or +1.6 dB. The mean itself, $\langle s\rangle=1/(V_{ov}/2+kT/q)$, lies below the $2/V_{ov}$ used in $K$ and lowers the noise by 1.6 dB, so at fixed source overdrive and $f_0$ the two nearly cancel. If instead $g_m/I$ is held at $2/V_{ov}$, the change is +1.4 dB.
- **Velocity saturation.** Dividing the current by $1+V_{ov}/(E_cL)$, with $E_c=2v_{sat}/\mu$ and $v_{sat}=10^7$ cm/s, lowers $K$ and gives −0.4 dB.
- **Thermal channel noise.** Its gate-voltage spectrum $8kT/(3g_m)$, with $g_m=2I/V_{ov}=1.55$ mS, adds 0.2 dB. It equals the trap noise at 2.1 MHz. White frequency noise gives $\mathcal L\propto f^{-2}$, so the inverse cube gives way around that offset.

The trap density is the least certain input: ten times more traps means 10 dB more noise. Cooling to 300 K at fixed overdrive, mobility and trap density gives −0.7 dB. The gate voltage, for a threshold of 0.45 V, divided by the oxide thickness is 1.9 MV/cm, well below a rough breakdown field of 10 MV/cm.

Real traps may also relax by thermally activated capture instead of elastic tunnelling; the 1/f law then still needs rates spread evenly in $\ln\gamma$. Noise from a real comparator and switches is not included. Nor does the steady-bias trap model cover transistors that are themselves switched on and off, as in a ring oscillator.

**Q.** So which statement should I use at the bench?

**A.** If you measure phase, use $\mathcal L=S_\varphi/2=h/(2f^3)$ inside the 1/f band, where other noise is smaller. This is an average over devices: for one transistor of this size the level scatters by 16% with equally weighted traps and by 37% with position-dependent weights, and the drop from 100 kHz to 1 MHz scatters about 30 dB by 0.7 and 1.5 dB respectively. If you measure power around the carrier, also require the wing correction to be small and the Gaussian core to have died away. In this example the last two conditions hold from about 100 kHz, where the power exceeds the law by 7%. Thermal noise adds another 5% there and 47% at 1 MHz, and it equals the trap noise near 2 MHz.
